# Birch-Murnaghan Equations of State from Eulerian Finite Strain: a program that tests the result

```python
# Result under test: Birch-Murnaghan (BM) equations of state.
# With Eulerian strain f = ((V0/V)^(2/3) - 1)/2, an energy cut at f^2 forces
# B0' = 4 and B0*B0'' = -35/9; an energy cut at f^3 leaves B0' free and forces
# B0*B0'' = -(35/9 + (B0'-4)*(B0'-3)).
# V: volume, V0: volume at zero pressure, P = -dE/dV: pressure,
# B = -V dP/dV: bulk modulus, B' = dB/dP, B'' = d2B/dP2; suffix 0: P = 0.
# Reference solid: attraction 1/r and repulsion 1/r^8, with r ~ V^(1/3).
import numpy as np
import sympy as sp
import mpmath as mp

mp.mp.dps = 40

# Eulerian strain from changes of length in a uniformly scaled triclinic cell
cell = np.array([[3.0, 0.2, 0.1], [0.4, 2.7, 0.3], [0.5, 0.6, 3.4]])
for scale in (0.93, 0.98, 1.03):
    new_cell = scale * cell
    old_vector = np.array([0.3, -0.7, 1.1]) @ cell
    new_vector = np.array([0.3, -0.7, 1.1]) @ new_cell
    old_sq, new_sq = old_vector @ old_vector, new_vector @ new_vector
    strain_from_lengths = (old_sq - new_sq) / (2 * new_sq)
    volume_ratio = np.linalg.det(new_cell) / np.linalg.det(cell)
    strain_from_volume = (volume_ratio ** (-2 / 3) - 1) / 2
    assert abs(strain_from_lengths - strain_from_volume) < 1e-12

# Symbolic constants at zero pressure, by differentiation with respect to V
V, V0s, a2 = sp.symbols("V V0 a2", positive=True)
a3, a4, Bp = sp.symbols("a3 a4 Bp", real=True)


def zero_pressure_constants(energy):
    """Return P, B, B' and B*B'' at V = V0 from the definitions."""
    pressure = -sp.diff(energy, V)
    modulus = -V * sp.diff(pressure, V)
    first = sp.diff(modulus, V) / sp.diff(pressure, V)
    second = sp.diff(first, V) / sp.diff(pressure, V)
    return [sp.simplify(q.subs(V, V0s))
            for q in (pressure, modulus, first, modulus * second)]


f_sym = ((V0s / V) ** sp.Rational(2, 3) - 1) / 2
P_s, B_s, B1_s, BB2_s = zero_pressure_constants(
    a2 * f_sym**2 + a3 * f_sym**3 + a4 * f_sym**4)
assert P_s == 0
assert sp.simplify(B_s - 2 * a2 / (9 * V0s)) == 0
assert sp.simplify(B1_s - 4 - a3 / a2) == 0
constraint = -(sp.Rational(35, 9) + (Bp - 4) * (Bp - 3))
general = constraint.subs(Bp, 4 + a3 / a2) + 4 * a4 / (3 * a2)
assert sp.simplify(BB2_s - general) == 0
second_B1 = sp.simplify(B1_s.subs({a3: 0, a4: 0}))
second_BB2 = sp.simplify(BB2_s.subs({a3: 0, a4: 0}))
assert second_B1 == 4 and second_BB2 == -sp.Rational(35, 9)

# Largest value that the third-order equation allows for B0*B0''
third_BB2 = sp.expand(sp.simplify(BB2_s.subs({a4: 0, a3: a2 * (Bp - 4)})))
Bp_top = sp.solve(sp.diff(third_BB2, Bp), Bp)[0]
BB2_top = third_BB2.subs(Bp, Bp_top)
assert sp.diff(third_BB2, Bp, 2) < 0
assert Bp_top == sp.Rational(7, 2) and BB2_top == -sp.Rational(131, 36)

# Quadratic energies in other strain measures give other values of B0'
lagrange_sym = ((V / V0s) ** sp.Rational(2, 3) - 1) / 2
log_sym = sp.log(V / V0s) / 3
lagrange_B1 = zero_pressure_constants(a2 * lagrange_sym**2)[2]
log_B1 = zero_pressure_constants(a2 * log_sym**2)[2]
assert lagrange_B1 == 0 and log_B1 == 2

# Numerical model in SI units; v = V/V0
V0 = mp.mpf("2e-29")
B0 = mp.mpf("50e9")
REP, ATT = 8, 1
GPA = mp.mpf("1e9")


def strain(v):
    return (v ** (-mp.mpf(2) / 3) - 1) / 2


def reference_energy(v):
    inverse_length = v ** (-mp.mpf(1) / 3)
    return 9 * B0 * V0 / (REP - ATT) * (
        inverse_length**REP / REP - inverse_length**ATT / ATT)


def bm_energy(v, b1):
    f = strain(v)
    return mp.mpf(9) / 2 * B0 * V0 * f**2 * (1 + (b1 - 4) * f)


def bm_pressure(v, b1):
    third = mp.mpf(1) / 3
    return 1.5 * B0 * (v ** (-7 * third) - v ** (-5 * third)) * (
        1 + 0.75 * (b1 - 4) * (v ** (-2 * third) - 1))


def bm_modulus(v, b1):
    f = strain(v)
    c = 1.5 * (b1 - 4)
    return B0 * (1 + 2 * f) ** 2.5 * (1 + (7 + 2 * c) * f + 9 * c * f**2)


def from_energy(energy, v):
    """Return P, B, B', B'' by numerical differentiation of the energy."""
    e1, e2, e3, e4 = [mp.diff(energy, v, k) for k in (1, 2, 3, 4)]
    first = -1 - v * e3 / e2
    first_slope = -e3 / e2 - v * (e4 * e2 - e3**2) / e2**2
    return -e1 / V0, v * e2 / V0, first, first_slope / (-e2 / V0)


def close(x, y, tolerance=mp.mpf("1e-15")):
    return abs(x - y) <= tolerance * max(abs(x), abs(y))


ratios = [mp.mpf(s) for s in ("1.05", "0.95", "0.90", "0.85")]
for v in ratios:
    for b1 in (mp.mpf(4), mp.mpf(5), mp.mpf("3.2")):
        p_num, b_num, b1_num, _ = from_energy(lambda x: bm_energy(x, b1), v)
        assert close(p_num, bm_pressure(v, b1))
        assert close(b_num, bm_modulus(v, b1))
        if b1 == 4:
            f = strain(v)
            assert close(b1_num, (12 + 49 * f) / (3 * (1 + 7 * f)))

# Constants of the reference solid, found from its energy alone
one = mp.mpf(1)
P_ref0, B_ref, B1_ref, B2_ref = from_energy(reference_energy, one)
assert abs(P_ref0) < B0 * mp.mpf("1e-15")
assert close(B_ref, B0) and close(B1_ref, mp.mpf(5))
assert close(B_ref * B2_ref, -mp.mpf(44) / 9)
B2_second = from_energy(lambda x: bm_energy(x, mp.mpf(4)), one)[3]
B2_third = from_energy(lambda x: bm_energy(x, B1_ref), one)[3]
assert close(B0 * B2_third, -mp.mpf(53) / 9)

# Leading errors in pressure at very small strain
f_small = mp.mpf("1e-6")
v_small = (1 + 2 * f_small) ** (-1.5)
P_small = -mp.diff(reference_energy, v_small) / V0
coef2 = (P_small - bm_pressure(v_small, 4)) / (B0 * f_small**2)
coef3 = (P_small - bm_pressure(v_small, B1_ref)) / (B0 * f_small**3)
# tolerance covers the next power of the strain, of relative size 1e-5
assert close(coef2, 4.5 * (B1_ref - 4), mp.mpf("1e-4"))
assert close(coef3, 4.5 * B0 * (B2_ref - B2_third), mp.mpf("1e-4"))


def show(label, value, unit="", digits=4):
    print(f"{label} = {float(value):.{digits}f} {unit}".rstrip())


print("General results at zero pressure (dimensionless)")
print("BM2: B0' =", second_B1, "; B0*B0'' =", second_BB2)
print("BM3: B0*B0'' =", third_BB2, "with Bp = B0'")
print("BM3: largest B0*B0'' =", BB2_top, "at B0' =", Bp_top)
print("quadratic in Lagrangian strain: B0' =", lagrange_B1)
print("quadratic in logarithmic strain: B0' =", log_B1)
print("Model ionic crystal, exponents", REP, "and", ATT)
print(f"V0 = {float(V0):.2e} m^3 per ion pair")
show("B0", B_ref / GPA, "GPa", 2)
show("B0' of model", B1_ref)
show("B0*B0'' of model", B_ref * B2_ref)
show("B0*B0'' forced by BM2", B0 * B2_second)
show("B0*B0'' forced by BM3", B0 * B2_third)
show("B0'' of model", B2_ref * GPA, "1/GPa", 5)
show("B0'' forced by BM2", B2_second * GPA, "1/GPa", 5)
show("B0'' forced by BM3", B2_third * GPA, "1/GPa", 5)
show("small-f limit of (P-P_BM2)/(B0 f^2)", coef2)
show("small-f limit of (P-P_BM3)/(B0 f^3)", coef3)

print("Pressures in GPa: V/V0, f, exact, BM2, BM3")
rows = []
for v in ratios:
    f = strain(v)
    p = -mp.diff(reference_energy, v) / V0
    p2, p3 = bm_pressure(v, 4), bm_pressure(v, B1_ref)
    assert abs(p3 - p) < abs(p2 - p)
    rows.append((v, f, p, p2, p3))
    print(f"{float(v):.2f} {float(f):.5f} {float(p / GPA):.4f} "
          f"{float(p2 / GPA):.4f} {float(p3 / GPA):.4f}")
print("Relative pressure errors in percent: V/V0, BM2, BM3")
for v, f, p, p2, p3 in rows:
    print(f"{float(v):.2f} {float(100 * (p2 / p - 1)):.3f} "
          f"{float(100 * (p3 / p - 1)):.3f}")
print("P/(3f(1+2f)^(5/2)) in GPa: V/V0, exact, BM2, BM3")
for v, f, p, p2, p3 in rows:
    scale = 3 * f * (1 + 2 * f) ** 2.5 * GPA
    print(f"{float(v):.2f} {float(p / scale):.4f} "
          f"{float(p2 / scale):.4f} {float(p3 / scale):.4f}")
print("E-E0 in 1e-21 J per ion pair: V/V0, exact, BM2, BM3")
for v in ratios:
    energies = (reference_energy(v) - reference_energy(one),
                bm_energy(v, 4), bm_energy(v, B1_ref))
    print(f"{float(v):.2f} "
          + " ".join(f"{float(e * mp.mpf('1e21')):.4f}" for e in energies))
v_end = ratios[-1]
B1_end = from_energy(lambda x: bm_energy(x, mp.mpf(4)), v_end)[2]
show("BM2: B' at V/V0 = 0.85", B1_end)
print("every check passed")
```

Running it gives:

```
General results at zero pressure (dimensionless)
BM2: B0' = 4 ; B0*B0'' = -35/9
BM3: B0*B0'' = -Bp**2 + 7*Bp - 143/9 with Bp = B0'
BM3: largest B0*B0'' = -131/36 at B0' = 7/2
quadratic in Lagrangian strain: B0' = 0
quadratic in logarithmic strain: B0' = 2
Model ionic crystal, exponents 8 and 1
V0 = 2.00e-29 m^3 per ion pair
B0 = 50.00 GPa
B0' of model = 5.0000
B0*B0'' of model = -4.8889
B0*B0'' forced by BM2 = -3.8889
B0*B0'' forced by BM3 = -5.8889
B0'' of model = -0.09778 1/GPa
B0'' forced by BM2 = -0.07778 1/GPa
B0'' forced by BM3 = -0.11778 1/GPa
small-f limit of (P-P_BM2)/(B0 f^2) = 4.5000
small-f limit of (P-P_BM3)/(B0 f^3) = 4.5000
Pressures in GPa: V/V0, f, exact, BM2, BM3
1.05 -0.01600 -2.1605 -2.2128 -2.1597
0.95 0.01739 2.9173 2.8419 2.9160
0.90 0.03638 6.8728 6.5051 6.8601
0.85 0.05722 12.2723 11.2525 12.2182
Relative pressure errors in percent: V/V0, BM2, BM3
1.05 2.419 -0.040
0.95 -2.585 -0.044
0.90 -5.351 -0.185
0.85 -8.310 -0.441
P/(3f(1+2f)^(5/2)) in GPa: V/V0, exact, BM2, BM3
1.05 48.8192 50.0000 48.7999
0.95 51.3270 50.0000 51.3045
0.90 52.8266 50.0000 52.7287
0.85 54.5315 50.0000 54.2912
E-E0 in 1e-21 J per ion pair: V/V0, exact, BM2, BM3
1.05 1.1340 1.1522 1.1338
0.95 1.3854 1.3614 1.3851
0.90 6.1793 5.9567 6.1735
0.85 15.6103 14.7318 15.5747
BM2: B' at V/V0 = 0.85 = 3.5234
every check passed
```
